# Monotone Newton solution of the van der Pauw equation: a program that tests the result

```python
"""
Result under test: for any R_A, R_B > 0 the van der Pauw equation
    f(x) = exp(-R_A x) + exp(-R_B x) - 1 = 0,   x = pi / Rs,
is solved by Newton iteration from x = 0 with strictly rising iterates.
R_A, R_B : four-terminal resistances (ohm);  Rs : sheet resistance (ohm)
r_max, r_min : larger and smaller of the two resistances
scaled error : r_max * (root - x);  scaled root : r_max * root
The root is found independently by bisection, and the equation itself is
tested on a resistor network that models a rectangular film.
"""
import math
import numpy as np
from mpmath import mp, mpf
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

mp.dps = 80


def newton_path(r_a, r_b, start=0.0, tol=1e-12):
    """Double-precision solver; stops on the rigorous bound f/r_min."""
    r_max, r_min = max(r_a, r_b), min(r_a, r_b)
    path = [start]
    for _ in range(500):
        x = path[-1]
        f = math.exp(-r_max * x) + math.expm1(-r_min * x)
        if f <= tol * r_min * x:
            return path
        slope = r_max * math.exp(-r_max * x) + r_min * math.exp(-r_min * x)
        path.append(x + f / slope)
    raise RuntimeError("no convergence")


def sheet_resistance(r_a, r_b):
    return math.pi / newton_path(r_a, r_b)[-1]


def f_exact(x, r_a, r_b):
    return mp.exp(-r_a * x) + mp.exp(-r_b * x) - 1


def bisection_root(r_a, r_b):
    low, high = mpf(0), 1 / min(r_a, r_b)
    assert f_exact(low, r_a, r_b) > 0 > f_exact(high, r_a, r_b)
    for _ in range(260):
        middle = (low + high) / 2
        if f_exact(middle, r_a, r_b) > 0:
            low = middle
        else:
            high = middle
    return (low + high) / 2


def certify(r_a, r_b):
    """Check every proved inequality along a high-precision Newton path."""
    r_a, r_b = mpf(r_a), mpf(r_b)
    r_max, r_min = max(r_a, r_b), min(r_a, r_b)
    root = bisection_root(r_a, r_b)
    u = r_max * root
    tiny = mpf(10) ** (-50)
    assert root >= 2 * mp.log(2) / (r_a + r_b) * (1 - tiny)
    assert u <= mp.log(1 + r_max / r_min) * (1 + tiny)
    shrink = 1 - mp.exp(-1)
    x, path, far_steps = mpf(0), [mpf(0)], 0
    while r_max * (root - x) > mpf(2) ** (-63):
        error = root - x
        f = f_exact(x, r_a, r_b)
        slope = -r_a * mp.exp(-r_a * x) - r_b * mp.exp(-r_b * x)
        new = x - f / slope
        assert x < new < root
        assert root - new <= r_max / 2 * error**2
        assert error <= f / r_min
        assert r_max * (new - x) <= 1
        if r_max * error > 1:
            far_steps += 1
            assert r_max * (new - x) >= shrink * u / (1 + u)
        x = new
        path.append(x)
    far_bound = int(mp.floor(1 + (u * u - 1) / (u * shrink))) if u > 1 else 0
    assert far_steps <= far_bound
    assert len(path) - 1 - far_steps <= 6
    return root, path, far_bound + 6


def film_network(nx, ny, pad=0, setback=0, swing=0.0):
    """R_A, R_B of a rectangle whose mean sheet resistance is one.
    pad: side of equipotential corner squares, in mesh cells
    setback: distance of point contacts from both edges, in mesh cells
    swing: relative rise of local sheet resistance at corners, fall at centre
    """
    label = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    s = setback
    spots = [(s, s), (nx - s, s), (nx - s, ny - s), (s, ny - s)]
    if pad:
        near_x, far_x = slice(0, pad + 1), slice(nx - pad, nx + 1)
        near_y, far_y = slice(0, pad + 1), slice(ny - pad, ny + 1)
        blocks = [(near_x, near_y), (far_x, near_y),
                  (far_x, far_y), (near_x, far_y)]
        for block, spot in zip(blocks, spots):
            label[block] = label[spot]
    names, flat = np.unique(label.ravel(), return_inverse=True)
    label = flat.reshape(nx + 1, ny + 1)

    def local_sheet(i, j):
        return 1 + swing * (np.cos(2 * np.pi * i / nx)
                            + np.cos(2 * np.pi * j / ny)) / 2

    ix, jx = np.meshgrid(np.arange(nx) + 0.5, np.arange(ny + 1), indexing="ij")
    iy, jy = np.meshgrid(np.arange(nx + 1), np.arange(ny) + 0.5, indexing="ij")
    gx, gy = 1 / local_sheet(ix, jx), 1 / local_sheet(iy, jy)
    gx[:, [0, -1]] *= 0.5
    gy[[0, -1], :] *= 0.5
    a = np.concatenate([label[:-1, :].ravel(), label[:, :-1].ravel()])
    b = np.concatenate([label[1:, :].ravel(), label[:, 1:].ravel()])
    g = np.concatenate([gx.ravel(), gy.ravel()])
    keep = a != b
    a, b, g = a[keep], b[keep], g[keep]
    n = len(names)
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([a, b, a, b]),
                          np.concatenate([a, b, b, a]))), shape=(n, n)).tocsc()
    solver = splu(matrix[1:, 1:].tocsc())
    p, q, r, t = [label[spot] for spot in spots]

    def transfer(source, drain, plus, minus):
        current = np.zeros(n)
        current[source], current[drain] = 1.0, -1.0
        voltage = np.concatenate([[0.0], solver.solve(current[1:])])
        return voltage[plus] - voltage[minus]

    return transfer(p, q, t, r), transfer(q, r, p, t)


# The equation recovers the known sheet resistance of the model film.
ideal_a, ideal_b = film_network(120, 80)
ideal = sheet_resistance(ideal_a, ideal_b)
fine = sheet_resistance(*film_network(240, 160))
mesh_ratio = (ideal - 1) / (fine - 1)
assert abs(ideal - 1) < 1e-3
assert 3.5 < mesh_ratio < 4.5

# Inequalities and step counts over twelve decades of resistance ratio.
count_rows = []
for ratio in (1, 1.5, 10, 1e3, 1e6, 1e12):
    root, path, bound = certify(ratio, 1)
    solved = newton_path(float(ratio), 1.0)[-1]
    assert abs(solved / float(root) - 1) < 1e-11
    count_rows.append((ratio, float(ratio * root), len(path) - 1, bound))

# Worked example: readings on a 12 mm by 8 mm film with corner contacts.
R_A, R_B = 12.8, 0.92
thickness_nm = 100.0
root, path, bound = certify(R_A, R_B)
x_root = float(root)
Rs = sheet_resistance(R_A, R_B)
assert abs(Rs * x_root / math.pi - 1) < 1e-11
better_start = 2 * math.log(2) / (R_A + R_B)
better_path = newton_path(R_A, R_B, better_start)
assert abs(better_path[-1] / x_root - 1) < 1e-11
average_Rs = math.pi / better_start

# Sensitivity weights against finite differences of the solver.
part_a = R_A * math.exp(-R_A * x_root)
part_b = R_B * math.exp(-R_B * x_root)
weight_a, weight_b = part_a / (part_a + part_b), part_b / (part_a + part_b)
h = 1e-4
slope_a = (sheet_resistance(R_A * (1 + h), R_B)
           - sheet_resistance(R_A * (1 - h), R_B)) / (2 * h * Rs)
slope_b = (sheet_resistance(R_A, R_B * (1 + h))
           - sheet_resistance(R_A, R_B * (1 - h))) / (2 * h * Rs)
assert abs(slope_a - weight_a) < 1e-6 and abs(slope_b - weight_b) < 1e-6


# Unsafe alternatives: a start beyond the root, and Newton in Rs itself.
def newton_step(x):
    f = math.exp(-R_A * x) + math.exp(-R_B * x) - 1
    return f / (R_A * math.exp(-R_A * x) + R_B * math.exp(-R_B * x))


right_start = 3 * x_root
right_next = right_start + newton_step(right_start)
assert right_next < 0 < x_root
Rs_start = 10 * (R_A + R_B)


def f_of_Rs(value):
    return math.exp(-math.pi * R_A / value) + math.exp(-math.pi * R_B / value) - 1


dR = 1e-4 * Rs_start
Rs_slope = (f_of_Rs(Rs_start + dR) - f_of_Rs(Rs_start - dR)) / (2 * dR)
Rs_next = Rs_start - f_of_Rs(Rs_start) / Rs_slope
x_start = math.pi / Rs_start
assert Rs_next < 0
assert abs(Rs_next / (Rs_start * (1 - newton_step(x_start) / x_start)) - 1) < 1e-5

# Neglected effects for the same film; mesh cell 0.1 mm.
pad_shift = sheet_resistance(*film_network(120, 80, pad=10)) / ideal - 1
set_shift = sheet_resistance(*film_network(120, 80, setback=10)) / ideal - 1
swing = 0.05
swing_shift = sheet_resistance(*film_network(120, 80, swing=swing)) / ideal - 1
offset_V, current_A = 1e-6, 1e-3
offset_ohm = offset_V / current_A
offset_shift = sheet_resistance(R_A + offset_ohm, R_B + offset_ohm) / Rs - 1
temp_coefficient, temp_change = 5e-4, 5.0
thickness_error_nm = 5.0

print(f"Readings: R_A = {R_A} ohm, R_B = {R_B} ohm, ratio {R_A / R_B:.3f}")
print("Newton from zero: n, x (1/ohm), Rs (ohm), f, relative error of x, its bound")
for n, x in enumerate(path):
    f = f_exact(x, mpf(R_A), mpf(R_B))
    rs_text = f"{float(mp.pi / x):.8f}" if n else "infinite"
    bound_text = f"{float(f / (mpf(R_B) * x)):.2e}" if n else "none"
    print(f"  {n}  {float(x):.10f}  {rs_text}  {float(f):.3e}"
          f"  {float(1 - x / root):.2e}  {bound_text}")
print(f"Root x = {x_root:.10f} 1/ohm; scaled root = {R_A * x_root:.5f}")
print(f"exp(-R_A x) = {math.exp(-R_A * x_root):.6f},"
      f" exp(-R_B x) = {math.exp(-R_B * x_root):.6f}")
print(f"Sheet resistance Rs = {Rs:.5f} ohm")
print(f"Film thickness = {thickness_nm:.0f} nm")
print(f"Resistivity = {Rs * thickness_nm * 1e-7:.4e} ohm cm")
print(f"Rs from simple averaging = {average_Rs:.4f} ohm,"
      f" too high by {100 * (average_Rs / Rs - 1):.2f} %")
print(f"Root bounds: {better_start:.6f} to"
      f" {math.log(1 + R_A / R_B) / R_A:.6f} 1/ohm")
print(f"Solver steps (tolerance 1e-12): {len(newton_path(R_A, R_B)) - 1} from zero,"
      f" {len(better_path) - 1} from lower bound")
print(f"Proved step limit for scaled error 2^-63: {bound}")
print("Ratio, scaled root, steps to scaled error 2^-63, proved limit")
for ratio, scaled, steps, limit in count_rows:
    print(f"  {ratio:.1e}  {scaled:.5f}  {steps}  {limit}")
print(f"Start at 3 times the root: {right_start:.5f} -> {right_next:.5f} 1/ohm")
print(f"Newton in Rs: {Rs_start:.2f} -> {Rs_next:.2f} ohm")
print(f"Sensitivity weights: w_A = {weight_a:.4f}, w_B = {weight_b:.4f}")
print(f"Network film 12 mm x 8 mm: R_A/Rs = {ideal_a:.5f}, R_B/Rs = {ideal_b:.5f}")
print(f"Recovered Rs error: {100 * (ideal - 1):+.5f} % at 0.10 mm mesh,"
      f" {100 * (fine - 1):+.5f} % at 0.05 mm")
print(f"Mesh error ratio on halving = {mesh_ratio:.3f}")
print("Neglected effects, relative change:")
print(f"  1 mm square corner pads, Rs: {100 * pad_shift:+.4f} %")
print(f"  point contacts 1 mm from both edges, Rs: {100 * set_shift:+.4f} %")
print(f"  local Rs +{100 * swing:.0f} % at corners, -{100 * swing:.0f} % at centre,"
      f" Rs against area mean: {100 * swing_shift:+.3f} %")
print(f"  offset {offset_V * 1e6:.0f} uV at {current_A * 1e3:.0f} mA"
      f" in both readings, Rs: {100 * offset_shift:+.4f} %")
print(f"  {temp_change:.0f} K at rough {temp_coefficient:.0e} per K,"
      f" Rs: {100 * temp_coefficient * temp_change:+.3f} %")
print(f"  thickness error {thickness_error_nm:.0f} nm, resistivity:"
      f" {100 * thickness_error_nm / thickness_nm:+.1f} %")
print("ALL CHECKS PASSED")
```

Output:

```
Readings: R_A = 12.8 ohm, R_B = 0.92 ohm, ratio 13.913
Newton from zero: n, x (1/ohm), Rs (ohm), f, relative error of x, its bound
  0  0.0000000000  infinite  1.000e+00  1.00e+00  none
  1  0.0728862974  43.10265121  3.285e-01  5.35e-01  4.90e+00
  2  0.1286104865  24.42718894  8.119e-02  1.80e-01  6.86e-01
  3  0.1533261825  20.48960329  8.933e-03  2.23e-02  6.33e-02
  4  0.1567656161  20.04006192  1.385e-04  3.51e-04  9.60e-04
  5  0.1568206426  20.03303010  3.445e-08  8.73e-08  2.39e-07
  6  0.1568206563  20.03302835  2.132e-15  5.40e-15  1.48e-14
  7  0.1568206563  20.03302835  8.165e-30  2.07e-29  5.66e-29
Root x = 0.1568206563 1/ohm; scaled root = 2.00730
exp(-R_A x) = 0.134350, exp(-R_B x) = 0.865650
Sheet resistance Rs = 20.03303 ohm
Film thickness = 100 nm
Resistivity = 2.0033e-04 ohm cm
Rs from simple averaging = 31.0920 ohm, too high by 55.20 %
Root bounds: 0.101042 to 0.211112 1/ohm
Solver steps (tolerance 1e-12): 6 from zero, 5 from lower bound
Proved step limit for scaled error 2^-63: 9
Ratio, scaled root, steps to scaled error 2^-63, proved limit
  1.0e+00  0.69315  6  6
  1.5e+00  0.84360  6  6
  1.0e+01  1.80229  7  8
  1.0e+03  5.25181  10  15
  1.0e+06  11.38336  17  24
  1.0e+12  24.43500  30  45
Start at 3 times the root: 0.47046 -> -0.08527 1/ohm
Newton in Rs: 137.20 -> -278.60 ohm
Sensitivity weights: w_A = 0.6835, w_B = 0.3165
Network film 12 mm x 8 mm: R_A/Rs = 0.64008, R_B/Rs = 0.04578
Recovered Rs error: +0.02057 % at 0.10 mm mesh, +0.00514 % at 0.05 mm
Mesh error ratio on halving = 4.000
Neglected effects, relative change:
  1 mm square corner pads, Rs: -0.3990 %
  point contacts 1 mm from both edges, Rs: -0.4032 %
  local Rs +5 % at corners, -5 % at centre, Rs against area mean: -2.021 %
  offset 1 uV at 1 mA in both readings, Rs: +0.0397 %
  5 K at rough 5e-04 per K, Rs: +0.250 %
  thickness error 5 nm, resistivity: +5.0 %
ALL CHECKS PASSED
```
